# Saturated void length in a confined interconnect line

**Q.** You claim that a void at the cathode end of a metal line stops growing while the current stays on. The electrons keep pushing atoms away from it. Why should it stop?

**A.** Because the atoms have nowhere to go. Take a line from $x=0$ (cathode) to $x=L$ (anode), with both ends blocked to metal atoms and the sides held by a stiff surrounding. Atoms that leave the void pile up toward the anode and compress the metal there. The compression pushes back, and when it balances the electron wind everywhere, the net flux is zero.

**Q.** Fix the signs first. "Effective charge" and "current direction" are easy to combine wrongly.

**A.** Electrons enter at $x=0$ and move toward $+x$, so the conventional current and the electric field point toward $-x$. With $j>0$ the size of the current density and $\rho$ the resistivity, the field is $-\rho j$. The effective charge of an atom is $-Z^*e$, with $Z^*>0$, because the electron wind outweighs the direct pull of the field. The force is the product,

$$F=(-Z^*e)(-\rho j)=Z^*e\rho j ,$$

and it points toward the anode. I write $\sigma$ for the hydrostatic stress, positive in tension, and $\Omega$ for the atomic volume.

**Q.** How does stress push on an atom? In a uniformly compressed line I would expect no push.

**A.** There is none; the gradient of the stress is what matters. Adding one atom to a region under tension $\sigma$ lets that region expand by $\Omega$, and the tension does work $\Omega\sigma$. The chemical potential is lowered by that amount:

$$\mu=\mu_0-\Omega\sigma .$$

The total driving force on an atom is $F-\partial\mu/\partial x=F+\Omega\,\partial\sigma/\partial x$. With $C$ atoms per volume, diffusivity $D$ (averaged over the paths in the cross-section) and mobility $D/kT$, the flux is

$$J=\frac{DC}{kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

If the stress falls toward the anode, the second term is negative and opposes the wind.

**Q.** In a steady state the flux need only be uniform. Why zero?

**A.** Steady means $\partial C/\partial t=-\partial J/\partial x=0$, so $J$ is indeed uniform. But no atom passes the blocked anode, so $J(L)=0$, and the uniform value is zero. Since $DC/kT$ is not zero, the bracket must vanish:

$$\frac{\partial\sigma}{\partial x}=-G,\qquad G=\frac{F}{\Omega}=\frac{Z^*e\rho j}{\Omega}.$$

The diffusivity has dropped out. It sets how fast the balance is reached, not what the balance is.

**Q.** That gives a slope. A stress profile also needs a level.

**A.** The void supplies it. I assume that it spans the cross-section and that its face is flat, so nothing pulls on the metal there and $\sigma=0$ at the face. For a void much shorter than the line I may place the face at $x=0$. Then

$$\sigma(x)=-Gx .$$

The whole line is under compression, rising to $GL$ at the anode.

**Q.** You still have no void length. Stress is not length.

**A.** The link is atom counting. The trench that holds the line has a fixed length, and atoms packed into it raise the stress against the surrounding. This defines an effective modulus $B$ of metal and surroundings together:

$$\frac{dC}{C}=-\frac{d\sigma}{B}.$$

For small strain, $C=C_0(1-\sigma/B)$, where $C_0$ is the value at zero stress. The line starts without stress, so it starts with $C_0$ everywhere. The atoms missing from a void of length $l$ number $C_0l$ per unit cross-section. They sit in the metal as the excess $C-C_0=-C_0\sigma/B$. Equating the two and dividing by $C_0$,

$$l=-\frac1B\int_0^L\sigma\,dx=\frac{G}{B}\int_0^Lx\,dx=\frac{GL^2}{2B}.$$

Inserting $G$ gives the saturated length

$$\boxed{\,l_{\rm sat}=\frac{Z^*e\rho jL^2}{2B\Omega}\,}$$

The factor $\tfrac12$ is the area of the stress triangle: the mean compression is half the anode value. One power of $L$ comes from the height of the triangle and the other from its base.

**Q.** You put the void face at $x=0$ after removing metal from exactly that place. How much does this cost?

**A.** Let me keep the face at $x=l$. If $\Omega$ is kept at its fixed value, the force balance is unchanged, so $\sigma=-G(x-l)$. Integrating the definition of $B$ at constant $B$ gives $C=C_0e^{-\sigma/B}$. All the original atoms must lie between $l$ and $L$:

$$\int_l^L C_0\,e^{G(x-l)/B}\,dx=C_0L
\;\Rightarrow\;
\frac BG\left[e^{G(L-l)/B}-1\right]=L .$$

Define $g=GL/B$, the compressive strain scale at the anode. Multiplying by $G/B$ and taking the logarithm, $G(L-l)/B=\ln(1+g)$. Dividing by $g$,

$$\frac lL=1-\frac{\ln(1+g)}{g}=\frac g2-\frac{g^2}{3}+\dots$$

The leading term is the boxed result. Its condition is therefore $g\ll1$, which is the same as $l_{\rm sat}\ll L$, and its relative excess over the fuller formula is about $2g/3$.

**Q.** Where does $-g^2/3$ come from physically?

**A.** From two effects of opposite sign. The metal is shortened to $L-l$, so the triangle stores $g(1-l/L)^2/2\approx g/2-g^2/2$, in units of $L$. The exponential packs in slightly more atoms than the straight line does, by $\int_0^1(gy)^2/2\,dy=g^2/6$. The sum of the corrections is $-g^2/2+g^2/6=-g^2/3$. The second part depends on holding both $B$ and $\Omega$ constant. If $\Omega$ instead shrinks with the packing as $1/C$, the compression equals $F$ times the atoms per area behind each point, and the same count gives $l/L=1-(1-e^{-g})/g=g/2-g^2/6+\dots$, half the correction. At this order the coefficient belongs to the model; only the leading term is common to both.

**Q.** I would trust this more if the void had been grown without assuming its final state.

**A.** That can be done numerically. Divide the remaining metal into 80 cells, move atoms by the local flux law, and let the void face retreat as atoms leave it. For $g=0.5$ the void settles at $0.18907\,L$, and the logarithmic formula gives the same five digits. The leading term gives $0.25\,L$, which is 32% above the simulated length. For $g=0.002$ the simulated length is $0.99867$ times $g/2$, and the shortfall agrees with $2g/3=0.0013$. For $g>2$ the boxed formula would make the void longer than the line, so it must not be carried there.

**Q.** The void does not exist at the start. Before it opens, the line builds up stress. Does that not spoil "no initial stress"?

**A.** No, because that stress comes from moving atoms about inside a closed line. Without a void, the steady slope is still $-G$, but the level is now fixed by the atom number, which requires zero mean stress at leading order:

$$\sigma=G\left(\frac L2-x\right).$$

The cathode end is under tension $GL/2$ and the anode under equal compression. When a void opens, the cathode stress drops to zero and the line moves to $\sigma=-Gx$. The final state depends on the original atom number, which has not changed, so $l_{\rm sat}$ is the same. A simulation started from this pre-stressed profile at $g=0.002$ ends at $0.99850$ times $g/2$. It falls slightly below the earlier $0.99867$ because, with $C=C_0e^{-\sigma/B}$, a profile of exactly zero mean stress holds a fraction $g^2/24$ more atoms than the unstressed line; at equal atom number the two results coincide.

**Q.** And if the line really is under tension at the start, say from cooling?

**A.** Then it holds fewer atoms than a stress-free line. With a uniform initial tension $\sigma_T$, the change in packing is measured from $\sigma_T$ instead of zero:

$$l=\frac1B\int_0^L(\sigma_T-\sigma)\,dx=\frac{GL^2}{2B}+\frac{\sigma_TL}{B}.$$

The extra length is what the line gives up when its tension relaxes into the void. A curved void face can work either way. If it bulges into the metal, surface energy holds it at a tension $\sigma_s$; if the metal bulges into the void, as when it wets the walls poorly, $\sigma_s$ is negative. The final profile becomes $\sigma=\sigma_s-Gx$, and the integral loses $\sigma_sL/B$. Together,

$$l=\frac{GL^2}{2B}+\frac{(\sigma_T-\sigma_s)L}{B},$$

for small strains and as long as the right side is positive. With $g=0.002$, $\sigma_T=0.001\,B$ and $\sigma_s=0.0005\,B$, the simulated length is $0.99836$ times this expression.

**Q.** How long must I wait for saturation?

**A.** We need the time-dependent stress. At leading order replace $C$ by $C_0$ in the flux, so that $J=(DC_0\Omega/kT)(G+\partial\sigma/\partial x)$. Continuity with $\partial C/\partial t=-(C_0/B)\,\partial\sigma/\partial t$ gives

$$\frac{C_0}{B}\frac{\partial\sigma}{\partial t}=\frac{\partial J}{\partial x}=\frac{DC_0\Omega}{kT}\frac{\partial^2\sigma}{\partial x^2}
\;\Rightarrow\;
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\quad \kappa=\frac{DB\Omega}{kT}.$$

Stress diffuses. The conditions are $\sigma=0$ at the void and $\partial\sigma/\partial x=-G$ at the blocked anode.

Write $\sigma=-Gx+u$. Then $u$ obeys the same equation with $u(0)=0$, $\partial u/\partial x=0$ at $L$, and $u=Gx$ at $t=0$, for a void present from the start. The modes that fit are $\sin k_nx$ with $k_n=(2n+1)\pi/(2L)$, since then $\cos k_nL=0$. Their initial amplitudes are

$$a_n=\frac{2G}{L}\int_0^Lx\sin k_nx\,dx
=\frac{2G}{L}\left[-\frac{x\cos k_nx}{k_n}+\frac{\sin k_nx}{k_n^2}\right]_0^L
=\frac{2G(-1)^n}{Lk_n^2}.$$

Each mode decays as $e^{-\kappa k_n^2t}$ and has the integral $\int_0^L\sin k_nx\,dx=1/k_n$. Hence $l=l_{\rm sat}-B^{-1}\sum_n(a_n/k_n)e^{-\kappa k_n^2t}$. Dividing by $l_{\rm sat}=GL^2/(2B)$ makes the coefficients $4(-1)^n/(Lk_n)^3$, so

$$\frac{l(t)}{l_{\rm sat}}=1-\frac{32}{\pi^3}\sum_{n=0}^\infty\frac{(-1)^n}{(2n+1)^3}\exp\left[-\frac{(2n+1)^2\pi^2\kappa t}{4L^2}\right].$$

The slowest term has the time constant $\tau=4L^2/(\pi^2\kappa)$. At five times between $0.02$ and $10\,L^2/\kappa$, the simulation at $g=0.002$ departs from this series by at most 0.13%.

**Q.** At early times the void cannot know that the anode is blocked. Does your series respect that?

**A.** Yes. At the start there is no stress gradient, so the face retreats at

$$v=\frac{J(0)}{C_0}=\frac{D\Omega G}{kT}=\frac{DF}{kT},$$

the free drift speed, which contains neither $L$ nor $B$. The series gives the same speed: its slope as $t\to0$ is $l_{\rm sat}\,(8\kappa/\pi L^2)\sum_n(-1)^n/(2n+1)$, and since the sum is $\pi/4$ this equals $2\kappa l_{\rm sat}/L^2=\kappa G/B=v$. The growth slows once the compression has diffused back from the anode. At fixed material and temperature, and with $D$ taken as independent of stress, doubling $j$ doubles both $v$ and $l_{\rm sat}$ and leaves $\tau$ unchanged. Halving $L$ at fixed $j$ leaves $v$ unchanged and divides $l_{\rm sat}$ and $\tau$ by four.

**Q.** Put in numbers.

**A.** Take a copper line in a soft dielectric at an accelerated-test temperature of 573 K, with rough typical values: $Z^*=1$, $\rho=4.0\ \mu\Omega\,$cm, $j=1.0$ MA/cm², $L=50$ µm, $B=10$ GPa, $D=10^{-11}$ cm²/s, and a square section 0.2 µm wide. The fcc cube of edge 0.361 nm holds four atoms, so $\Omega=0.361^3/4=0.01176$ nm³. This is the room-temperature edge; at 573 K the volume is nearer 0.0120 nm³, which would lower the void length below by about 2%.

The field is $\rho j=400$ V/m, so $F=4.00\times10^{-4}$ eV/µm. Dividing by $\Omega$ gives $G=5.449$ MPa/µm. The anode compression is $GL=272$ MPa, and $g=272/10\,000=0.027$. The void length is

$$l_{\rm sat}=\frac{5.449\times50^2}{2\times10\,000}\ \mu{\rm m}=0.68\ \mu{\rm m}=680\ {\rm nm}.$$

The finite-$g$ formula gives 0.67 µm, a change of $-1.8\%$ relative to the leading result ($-0.9\%$ if $\Omega$ follows $1/C$).

For the kinetics, $\kappa=0.0149$ µm²/s, hence $\tau=18.9$ h. The void starts at 29 nm/h. Free drift would bring it to 0.70 µm after 24 h; the series gives 0.48 µm, because back stress has already slowed it. These times take $D$ as independent of stress. If it varied as $e^{\Omega\sigma/kT}$, it would be a third lower at the saturated anode than at the void, and saturation would take somewhat longer.

**Q.** You assumed that a void is there. Would this line make one?

**A.** That is a separate condition. Before a void exists, the greatest steady tension is $GL/2=136$ MPa. Suppose a spherical flaw is held closed by surface energy $\gamma$ alone. It grows if the tension exceeds $2\gamma/r$. With a rough $\gamma=1.7$ J/m², the flaw must have a radius of at least $r=2\gamma/(GL/2)=25$ nm. If the line has no such flaw and no weak interface that opens more easily, it reaches the blocked steady state and the void formula does not apply.

**Q.** And the anode? You ask it to carry 272 MPa indefinitely.

**A.** If it cannot, there is no saturation. Suppose metal extrudes or the dielectric cracks so that the anode compression is capped at $\sigma_c<GL$. Once the stress has settled, it is linear between $0$ and $-\sigma_c$, with slope $-\sigma_c/L$. The flux no longer vanishes, and the void grows at the steady rate

$$\frac{dl}{dt}=\frac{D\Omega}{kT}\left(G-\frac{\sigma_c}{L}\right),$$

as long as it remains short compared with $L$. For $\sigma_c=0$ this is the full drift speed $v$; for $\sigma_c\to GL$ it goes to zero and saturation returns. So the boxed length presumes an anode that can bear $GL$ without leaking.

**Q.** With the void spanning the line, what carries the current?

**A.** The metal liner on the trench walls. I assumed that the source keeps the current constant through it. With a 10 nm liner of 200 µΩ cm on three walls, the liner alongside the saturated void has a resistance of 227 Ω, against 50 Ω for the whole copper line. The total resistance would have risen more than fivefold. Per nanometre of void the rise is $227/681=0.33$ Ω, so a 10% increase, 5 Ω, is reached with a void of at most about 15 nm. Current crowding where the copper meets the liner adds resistance and makes this length shorter still. A circuit that tolerates only such a rise has failed long before saturation.

**Q.** Then the liner must also get hot, and your uniform $\rho$ is in doubt.

**A.** It does, so let $G$ vary along the line. The force balance gives $\sigma(x)=-\int_0^xG(x')\,dx'$. In the void integral, a given $G(x')$ contributes at every $x$ beyond $x'$, over a length $L-x'$. Therefore

$$l=\frac1B\int_0^L(L-x')\,G(x')\,dx'.$$

Extra drive near the void has the greatest weight. As a test, a drive raised by the factor $1+0.5\,e^{-x/0.2L}$ at $g=0.002$ gives a simulated length of about $0.998$ times this integral; the next digit depends on the mesh and on whether the drive profile moves with the void face.

For the example, send all the liner heat into the copper and let it escape straight down through 0.5 µm of dielectric with conductivity 0.5 W/(m K). The current is $I=jw^2=0.40$ mA, so the liner resistance $R=227$ Ω releases $P=I^2R=36$ µW. The Wiedemann–Franz law with $\mathcal L=2.44\times10^{-8}$ W Ω/K² gives copper a thermal conductivity $K=\mathcal LT/\rho=350$ W/(m K). The loss per length and kelvin is $h=0.5\times0.2/0.5=0.2$ W/(m K). The warming $\theta$ obeys $Kw^2\theta''=h\theta$, so it decays over $\sqrt{Kw^2/h}=8.4$ µm, and the heat entering at the end fixes its value there as $P/\sqrt{Kw^2h}$. The copper end then warms by at most about 22 K in this estimate. Even if the drive rose in proportion to absolute temperature, as it would with $\rho$ at fixed $Z^*$, the void would gain only 0.007 µm, about 1%. This counts only the change in the drive. Thermal expansion of the warm copper is left out, and so is the force from the temperature gradient itself, which need not be small. For a heat of transport $Q$ its size is $(Q/T)\,|dT/dx|$. With $Q=0.1$ eV, chosen only for scale, this is $0.1\times22/(573\times8.4)\approx5\times10^{-4}$ eV/µm at the void, as large as $F$. Balanced by stress, this force builds a step $Q\,\Delta T/(T\Omega)\approx50$ MPa across the warm zone, which acts over the remaining 42 µm and changes the void by about 0.21 µm, some 30%, with a sign set by that of $Q$. A longer void releases more heat, which reinforces a lengthening; heat lost through the other end of the liner or into the dielectric would roughly halve the effect. The 1% is therefore not a bound on the whole effect of the heat. Ordinary Joule heating of the line is 0.8 K. The middle of the liner is worse off: with no loss to the dielectric, both ends equally warm and a constant thermal conductivity, its temperature profile is a parabola, and the same Wiedemann–Franz law puts the middle $(IR)^2/(8\mathcal LT)=74$ K above the ends. This is not an upper bound: if all the heat must leave through the copper, as assumed for the 22 K, the far end of the liner lies four times as high, about 295 K above the copper end, or about 145 K once loss to the dielectric is included. This bears on whether the liner survives.

**Q.** So which neglected effect should worry me most, if I compare this with a real line?

**A.** Apart from the temperature-gradient force, whose size hangs on a poorly known $Q$ and would match it at $Q\approx0.2$ eV in the estimate above, the largest change of void length sized here comes from thermal tension at the temperature of use. The model line is stress-free at 573 K, far hotter than a working chip. Cooling it to 378 K with an expansion mismatch of 14 ppm/K gives a volume misfit $3\times14\times10^{-6}\times195=0.0082$. If this misfit is resisted by the same $B$, the tension is 82 MPa and the void gains $0.0082\times50=0.41$ µm, or 60% of the saturated length, with all other parameters held fixed. This is a gain at saturation, which may not be reached in service: atoms diffuse far more slowly at 378 K, and with an activation energy of roughly 0.9 eV the time constant $\tau$ would grow from 19 h to more than ten years. The same cooling also lowers the resistivity, but this need not shorten the void. At fixed $j$, the momentum that the electrons deliver to an atom depends little on $\rho$. The wind part of $Z^*$ therefore rises roughly as $1/\rho$ on cooling, and the product $Z^*\rho$ does not fall in proportion to $\rho$. Void-face curvature is an effect of similar size: a hemispherical cap across the 0.2 µm width has $\sigma_s=4\gamma/w=34$ MPa and shortens the void by 0.17 µm, or 25%. A flatter cap does less, and a face curved the other way lengthens the void. The width is itself large beside the narrowest lines in modern chips, and in a narrower line the same cap would matter more. Finally, $Z^*$ and $B$ are known here only roughly, and $l_{\rm sat}$ follows their ratio directly. The 0.68 µm is thus the answer of the stated model; for a real line of this kind it is an order-of-magnitude estimate, provided that the anode holds and the liner keeps conducting. The numerical output below lists the main values used here.

## Table of computed values

```
TESTS (lengths in units of L)
simulated / (g/2) at g = 0.002: 0.99867
largest relative error of growth series: 1.3e-03
g = 0.5: simulated 0.18907, formula 0.18907
g = 0.5: leading order g/2 = 0.25000
g = 0.1: second-order term / (-g^2/3) = 0.931
pre-stressed history / (g/2): 0.99850
initial tension, simulated / formula: 0.99809
tension and curved face, simulated / formula: 0.99836
uneven drive, simulated / formula: 0.99850
EXAMPLE INPUTS (rough typical values)
Z* = 1, resistivity = 4.0 microohm cm
current density = 1.0 MA/cm2, L = 50 um
B = 10 GPa, T = 573 K, D = 1e-11 cm2/s
lattice constant = 0.361 nm, width = 0.2 um
EXAMPLE RESULTS
atomic volume = 0.01176 nm3
force per atom = 4.000e-04 eV/um
stress gradient = 5.449 MPa/um
anode compression = 272.4 MPa
g = 0.02724
saturated void length = 0.6811 um = 681.1 nm
finite-g formula = 0.6690 um
simulated = 0.6690 um
stress diffusivity = 0.0149 um2/s
slowest time constant = 18.93 h
early drift speed = 29.16 nm/h
void length after 24 h = 0.4833 um
NEGLECTED EFFECTS (rough sizes)
finite g: -1.78 % of void length
surface energy used = 1.7 J/m2
curved face: 34 MPa, -0.170 um
cathode tension before void = 136.2 MPa
flaw radius needed to open void = 25.0 nm
use at 378 K, expansion mismatch 14 ppm/K:
  tension 82 MPa, +0.410 um
dielectric: 0.5 W/(m K), 0.5 um thick
Joule heating of line = 0.80 K
liner: 200 microohm cm, 10 nm, 3 walls
line resistance = 50.0 ohm, liner at void = 227.0 ohm
metal end heated by liner, upper estimate = 21.7 K
  decay length 8.37 um, +0.0072 um
liner middle above its ends, upper estimate = 74 K
```
